# Rashba Splitting of the Au(111) Surface State in a p-Orbital Model

## What fails if the surface field is used alone

An electron in a potential $V$ has the spin-orbit energy (Hartree atomic units throughout, $c\approx137.04$)

$$H_{so}=\frac{1}{4c^2}\,\boldsymbol\sigma\cdot(\nabla V\times\mathbf p). \qquad (1)$$

At a surface with normal $\hat z$ it is tempting to insert only the surface field, $V=Fz$, and a plane wave with $\mathbf p=\mathbf k$. Since $\hat z\times\mathbf k=(-k_y,k_x,0)$, this gives

$$H_F=\alpha_F(k_y\sigma_x-k_x\sigma_y),\qquad \alpha_F=-\frac{F}{4c^2}. \qquad (2)$$

The form is right and the size is not. A field of $F=0.05$ hartree/bohr, which is 2.6 V/Å, the scale of the intrinsic surface barrier and far above what a gate electrode applies, gives $|\alpha_F|=6.7\times10^{-7}$ hartree bohr, or about $10^{-5}$ eV Å. The value measured on Au(111) is roughly 0.3 eV Å. Code built on (2) therefore predicts no visible splitting, and its only material-dependent quantity is $F$: the nuclear charge does not enter.

The missing ingredient is the field close to the nuclei. The asymmetry of the surface, represented below by the field, gives the Bloch state an orbital angular momentum, and the atomic spin-orbit coupling turns that moment into a spin splitting. In the model below the result is

$$\alpha=-\frac{3a\gamma\zeta}{\sqrt{D^2-D\zeta+\tfrac94\zeta^2}}\;\approx\;-\frac{3a\gamma\zeta}{D}\quad(\zeta\ll D), \qquad (3)$$

with $H_R=\alpha(k_y\sigma_x-k_x\sigma_y)$ and splitting $2|\alpha|k$. Here $a$ is the atomic spacing, $\zeta$ the atomic spin-orbit strength, $\gamma$ a hopping that exists because the surface is asymmetric, and $D$ a band separation. In this single-layer model the field is still necessary, because it is the only thing that breaks the mirror $z\to-z$ and $\gamma$ vanishes without it. At a real surface the layers underneath break the mirror as well, and hopping through them produces a term of the same form even at $F=0$.

## Model and conventions

Each atom of a triangular layer carries $p_x,p_y,p_z$ orbitals with spin. The orbitals are taken as orthonormal and hopping is kept between nearest neighbours. The model omits $s$ and $d$ orbitals, deeper layers and self-consistency. The real surface state contains all of these, so the model explains a mechanism and does not predict gold's splitting.

**Atomic coupling.** Near a nucleus $V$ is nearly spherical, so $\nabla V=V'(r)\,\mathbf r/r$ and $\nabla V\times\mathbf p=(V'/r)\,\mathbf L$. With $\mathbf S=\boldsymbol\sigma/2$, (1) becomes

$$H_{at}=\zeta\,\mathbf L\cdot\mathbf S,\qquad \zeta=\frac{1}{2c^2}\left\langle\frac{V'}{r}\right\rangle, \qquad (4)$$

where the average is over the radial p function. Close to a nucleus of charge $Z$, $V'/r\approx Z/r^3$, which is why the inner region matters and why $\zeta$ is large for heavy atoms. In the basis $p_x,p_y,p_z$ the matrices are $(L_k)_{ij}=-i\varepsilon_{kij}$.

**Symmetric hopping.** Let $\mathbf d$ be the unit vector to a neighbour. The component of an in-plane orbital along $\mathbf d$ hops with $V_\sigma$ and the component across it with $V_\pi$, so the in-plane element is

$$V_\pi\delta_{ij}+(V_\sigma-V_\pi)d_id_j, \qquad (5)$$

while $p_z$ hops to $p_z$ with $V_\pi$. The six neighbours lie at angles $n\pi/3$, for which

$$\sum_{\mathbf d}d_id_j=3\delta_{ij}. \qquad (6)$$

At $k=0$ all phases are one. The $p_z$ energy is $6V_\pi$. The in-plane energy is $\delta+6V_\pi+3(V_\sigma-V_\pi)$, where $\delta$ is the on-site energy of $p_x,p_y$ above $p_z$. The separation is

$$D=\delta+3(V_\sigma-V_\pi), \qquad (7)$$

and $D>0$ is assumed: the $p_z$ band lies below.

## The hopping created by the field

Under the mirror $z\to-z$, $p_z$ is odd and $p_x,p_y$ are even. A mirror-symmetric layer therefore has no hopping between them. The potential energy $Fz$ is odd and permits it. The vertical mirror containing the bond removes the in-plane component across $\mathbf d$, which leaves

$$\langle p_z(0)|Fz|p_i(a\mathbf d)\rangle=\gamma d_i,\qquad \gamma=F\xi, \qquad (8)$$

where $\xi=\langle p_z(0)|z|p_x(a\hat x)\rangle$ is a length.

The reversed element has the opposite sign. A half turn about the vertical axis through the bond midpoint exchanges the two sites, leaves $z$ and $p_z$ unchanged and reverses $p_i$. Hence $\langle p_z(0)|Fz|p_i(a\mathbf d)\rangle=-\langle p_z(a\mathbf d)|Fz|p_i(0)\rangle$, and because the orbitals are real,

$$\langle p_i(0)|Fz|p_z(a\mathbf d)\rangle=-\gamma d_i. \qquad (9)$$

Gaussian orbitals show that $\xi$ is not zero. Take $p_z=Nz\,e^{-\beta r^2}$ at the origin and $p_x=N(x-a)e^{-\beta|\mathbf r-a\hat x|^2}$ at the neighbour. Since $x^2+(x-a)^2=2(x-a/2)^2+a^2/2$, the product of exponentials is $e^{-\beta a^2/2}$ times a Gaussian of exponent $2\beta$ centred at the midpoint. Write $x-a=(x-a/2)-a/2$. The first part is odd about the midpoint and integrates to zero. The second multiplies $N^2\int z^2e^{-2\beta r^2}d^3r=1$, the norm of $p_z$. Therefore

$$\xi=-\frac a2\,e^{-\beta a^2/2}. \qquad (10)$$

For $a=5.5$ bohr and $\beta=0.15$ bohr$^{-2}$ this is $-0.284$ bohr, in agreement with summation on a grid. These orbitals overlap between sites and the model's do not, so (10) sets the sign and order of magnitude of $\xi$ rather than a final value. For these parameters the overlap is large: symmetric orthogonalization spreads the element over farther neighbours and about doubles the term linear in $k$ derived below, while keeping its sign.

## From hopping to orbital moment

Use Bloch states $N_a^{-1/2}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|p_j(\mathbf R)\rangle$, with $N_a$ the number of atoms. The mixed element is

$$H_{zi}=\gamma\sum_{\mathbf d}d_i\,e^{ia\mathbf k\cdot\mathbf d}
=i\gamma\sum_{\mathbf d}d_i\sin(a\mathbf k\cdot\mathbf d), \qquad (11)$$

because the cosine parts of $\mathbf d$ and $-\mathbf d$ cancel. Expanding the sine and using (6),

$$H_{zi}=i\gamma a\sum_jk_j\sum_{\mathbf d}d_id_j+O(k^3)=3ia\gamma k_i+O(k^3). \qquad (12)$$

All other hopping terms are even in $k$, so (12) is the whole linear part of the Hamiltonian.

First set $\zeta=0$. To first order in $k$ the lower state has $c_z=1$ and

$$c_i=\frac{H_{iz}}{E_z-E_i}=\frac{-3ia\gamma k_i}{-D}=\frac{3ia\gamma k_i}{D}. \qquad (13)$$

The admixture is imaginary, so the state carries angular momentum. From the matrices $L_k$,

$$\langle L_x\rangle=-ic_y^*c_z+ic_z^*c_y=-2\,\mathrm{Im}\,c_y,\qquad
\langle L_y\rangle=-ic_z^*c_x+ic_x^*c_z=2\,\mathrm{Im}\,c_x, \qquad (14)$$

and $\langle L_z\rangle=-i(c_x^*c_y-c_y^*c_x)=0$, since $c_x$ and $c_y$ are both imaginary. Thus

$$\langle\mathbf L\rangle=\frac{6a\gamma}{D}(-k_y,\,k_x,\,0). \qquad (15)$$

The moment lies in the surface, perpendicular to $\mathbf k$, and exists before any spin-orbit coupling is included. This is the orbital asymmetry on which the splitting depends.

The same admixture changes the effective mass. The $p_z$ hopping gives

$$V_\pi\sum_{\mathbf d}\cos(a\mathbf k\cdot\mathbf d)=6V_\pi-\tfrac32V_\pi a^2k^2+O(k^4),$$

and second-order perturbation theory adds $-\sum_i|H_{zi}|^2/D=-9a^2\gamma^2k^2/D$. Equating the sum of the quadratic terms to $k^2/2m^*$,

$$\frac1{m^*}=-3V_\pi a^2-\frac{18a^2\gamma^2}{D}. \qquad (16)$$

## First order in the atomic coupling

At $\zeta=0$ each band is doubly degenerate in spin. First-order degenerate perturbation theory averages $\zeta\,\mathbf L\cdot\mathbf S$ over the orbital part and leaves a matrix in spin space:

$$H_R=\frac\zeta2\langle\mathbf L\rangle\cdot\boldsymbol\sigma
=\frac{\zeta}{2}\,\frac{6a\gamma}{D}(-k_y\sigma_x+k_x\sigma_y)
=-\frac{3a\gamma\zeta}{D}(k_y\sigma_x-k_x\sigma_y). \qquad (17)$$

This is the weak-coupling form of (3). The eigenvalues of the first expression are $\pm\zeta|\langle\mathbf L\rangle|/2$, so the splitting is $\zeta|\langle\mathbf L\rangle|$. That relation does not use small $k$. It needs only that $\zeta$ be small compared with the distance to the other bands at the same $\mathbf k$.

## Larger atomic coupling

The linear term in $k$ can also be found without expanding in $\zeta$. Define $|0\rangle=p_z$ and $|\pm1\rangle=\mp(p_x\pm ip_y)/\sqrt2$, and write

$$\mathbf L\cdot\mathbf S=L_zS_z+\tfrac12(L_+S_-+L_-S_+).$$

At $k=0$, $L_+|0\rangle=\sqrt2\,|{+1}\rangle$, so $|0\uparrow\rangle$ couples to $|{+1}\downarrow\rangle$ with strength $\zeta/\sqrt2$. The latter state has diagonal energy $D-\zeta/2$ relative to $p_z$, and $\mathbf L\cdot\mathbf S$ connects it to no third state. The problem closes on

$$\begin{pmatrix}0&\zeta/\sqrt2\\ \zeta/\sqrt2&D-\zeta/2\end{pmatrix}. \qquad (18)$$

Its lower eigenvector is $|+\rangle=\cos\theta|0\uparrow\rangle-\sin\theta|{+1}\downarrow\rangle$ with $\tan2\theta=\sqrt2\,\zeta/(D-\zeta/2)$ and $0<2\theta<\pi$. Therefore

$$\sin2\theta=\frac{\sqrt2\,\zeta}{\sqrt{(D-\zeta/2)^2+2\zeta^2}}
=\frac{\sqrt2\,\zeta}{\sqrt{D^2-D\zeta+\frac94\zeta^2}}. \qquad (19)$$

Time reversal gives the degenerate partner. It conjugates the orbital part, which sends $|{+1}\rangle$ to $-|{-1}\rangle$, and maps $\uparrow$ to $\downarrow$ and $\downarrow$ to $-\uparrow$. The two minus signs cancel, so $|-\rangle=\cos\theta|0\downarrow\rangle-\sin\theta|{-1}\uparrow\rangle$.

Now project the linear term $H_1$, given by (12), on this pair. It conserves spin, so its diagonal elements vanish. Inserting the definitions of $|\pm1\rangle$,

$$\langle0|H_1|{-1}\rangle=\frac{3ia\gamma}{\sqrt2}(k_x-ik_y),$$

$$\langle{+1}|H_1|0\rangle=\left[-\frac{3ia\gamma}{\sqrt2}(k_x+ik_y)\right]^*=\frac{3ia\gamma}{\sqrt2}(k_x-ik_y).$$

The two contributions are equal and add:

$$\langle+|H_1|-\rangle=-2\cos\theta\sin\theta\,\frac{3ia\gamma}{\sqrt2}(k_x-ik_y)
=-i\,\frac{3a\gamma}{\sqrt2}\sin2\theta\,(k_x-ik_y). \qquad (20)$$

The corresponding element of $\alpha(k_y\sigma_x-k_x\sigma_y)$ is $\alpha(k_y+ik_x)=i\alpha(k_x-ik_y)$. Comparison gives $\alpha=-3a\gamma\sin2\theta/\sqrt2$, and (19) then yields (3).

In this derivation $\boldsymbol\sigma$ acts on the pair $|\pm\rangle$, which is not pure spin. The true in-plane spin is reduced by $\cos^2\theta$ as $k\to0$, because the orbitals $|{+1}\rangle$ and $|{-1}\rangle$ are orthogonal and their part contributes nothing.

**Where proportionality to $\zeta$ ends.** For small $\zeta/D$, (3) exceeds the linear law by the factor $1+\zeta/(2D)$ to first order. For large $\zeta$, put $u=D/\zeta$:

$$|\alpha|=\frac{3a|\gamma|}{\sqrt{(u-\frac12)^2+2}}. \qquad (21)$$

The maximum is $3a|\gamma|/\sqrt2$ at $\zeta=2D$, and the limit $\zeta\to\infty$ is $2a|\gamma|$. For $\zeta\ge D$, $u$ lies between 0 and 1, so $(u-\frac12)^2\le\frac14$ and $|\alpha|$ stays between $2a|\gamma|$ and $3a|\gamma|/\sqrt2$: in this range $a\gamma$ alone sets the scale.

## Worked example

The parameters are round and are not fitted to gold: $a=5.5$ bohr, $V_\sigma=0.06$, $V_\pi=-0.03$, $\delta=0$, $\zeta=0.012$ hartree, $F=0.05$ hartree/bohr and $\xi=-0.3$ bohr. Then

$$\gamma=0.05\times(-0.3)=-0.015,\qquad D=3(0.06+0.03)=0.27\ \text{hartree},$$

$$-\frac{3a\gamma\zeta}{D}=\frac{3\times5.5\times0.015\times0.012}{0.27}=0.0110\ \text{hartree bohr}.$$

The closed form gives $\alpha=0.01123$ hartree bohr, or 0.162 eV Å, and diagonalization of the six-band Hamiltonian gives the same value. The leading-order law is 2% below it, as the factor $1+\zeta/(2D)=1.022$ suggests.

**Spin direction.** With $\alpha>0$ and $\mathbf k$ along $x$, $H_R=-\alpha k\sigma_y$, so the lower branch has spin along $+y$. For $\mathbf k$ along $y$ it has spin along $-x$. The computed components are $0.999$ and $-0.999$.

**Splitting at $k=0.05$ bohr$^{-1}$.** The linear law gives $2\times0.01123\times0.05=0.001123$ hartree; diagonalization gives $0.001140$, which is 1.5% more. The source of the difference can be traced. The orbital moment is $0.0930$, against $6a|\gamma|k/D=0.0917$ from (15), so terms beyond linear order in $k$ raise it by 1.5%. To first order in $\zeta$ the splitting is $\zeta|\langle\mathbf L\rangle|$ at any $k$, so to that order it rises by the same fraction. Here $\zeta|\langle\mathbf L\rangle|=0.001116$ hartree, about 2% below the diagonalized value, as the leading-order $\alpha$ is below the closed form.

**Band shape.** Equation (16), derived at $\zeta=0$ and used here as an approximation for $\zeta\ll D$, gives $1/m^*=2.72-0.45=2.27$, hence $m^*=0.441$. The lower branch $k^2/2m^*-|\alpha|k$ has its minimum at

$$k_0=m^*|\alpha|=0.441\times0.01123=0.00495\ \text{bohr}^{-1},$$

at an energy $m^*\alpha^2/2=2.78\times10^{-5}$ hartree below the zone centre. The minimum found from the six bands agrees with both numbers to about 0.2%.

**Dependence on each factor.** The table varies $\zeta$ with the rest fixed.

| $\zeta$ (hartree) | $3a\lvert\gamma\rvert\zeta/D$ (hartree bohr) | $\lvert\alpha\rvert$ from bands (hartree bohr) |
|---|---|---|
| 0.003 | 0.00275 | 0.00277 |
| 0.012 | 0.01100 | 0.01123 |
| 0.100 | 0.0917 | 0.0946 |

Doubling $\zeta$ from 0.012 hartree multiplies $|\alpha|$ by 2.03, and doubling $F$ multiplies it by 2.00. With either set to zero, the splitting vanishes to numerical precision. The largest $|\alpha|$, 0.175 hartree bohr, occurs at $\zeta=0.54$ hartree, as (21) requires.

**Comparison with the field alone.** Dividing the weak-coupling form of (3) by (2), the field cancels:

$$\frac{\alpha}{\alpha_F}=\left(-\frac{3aF\xi\zeta}{D}\right)\left(-\frac{4c^2}{F}\right)=\frac{12c^2a\xi\zeta}{D}\approx-1.65\times10^4. \qquad (22)$$

The closed form gives $-1.69\times10^4$. The minus sign comes from $\xi<0$: here the two mechanisms even favour opposite spin directions. In this model both are linear in $F$, so observing that a splitting responds to the field does not show that (2) is its cause.

## Use in code

- The elements (8) and (9) must enter with opposite signs. With equal signs the Bloch matrix is not Hermitian at a general $\mathbf k$, which makes Hermiticity a useful check there. At $\Gamma$, M and K the mixed element vanishes and the check passes with either sign.
- The coupling is $\zeta\,\mathbf L\cdot\mathbf S=(\zeta/2)\,\mathbf L\cdot\boldsymbol\sigma$. Omitting the half doubles $\alpha$ at weak coupling.
- To extract $|\alpha|$ from bands, divide the splitting by $2k$ at small $k$. The sign requires the spin direction as well.
- A $\gamma$ from another calculation in an orthonormal p basis can be used directly in (3) if the hopping between $p_z$ and the in-plane orbitals is limited to nearest neighbours and obeys (8) and (9). Otherwise the sum in (11) must be redone with all the elements. The factorization $\gamma=F\xi$ belongs to a uniform field.
- Equation (3) assumes that $p_z$ lies below the in-plane bands. If it lies above, the denominator in (13) changes sign, and so does $\alpha$ at weak coupling.
- The expansion in $k$ needs $ak\ll1$, and it needs both $3a|\gamma|k$ and $|V_\sigma-V_\pi|(ak)^2$ small compared with the zone-centre distance to the other levels, which is about $D$ for $\zeta\ll D$ and about $3\zeta/2$ for $\zeta\gg D$. The second quantity enters because the symmetric hopping changes the separation between $p_z$ and the in-plane orbital along $\mathbf k$ by $-\tfrac98(V_\sigma-V_\pi)(ak)^2$; for $\zeta\ll D$ this changes the splitting by the fraction $+\tfrac98(V_\sigma-V_\pi)(ak)^2/D$. The first quantity enters squared and gives $-18\gamma^2(ak)^2/D^2$, and the cubic term of the sine in (11) gives $-(ak)^2/8$. The hopping correction exceeds the $\gamma$ correction in size when $D>16\gamma^2/|V_\sigma-V_\pi|$. At $k=0.05$ bohr$^{-1}$ in the example the three are about $+2.8\%$, $-0.4\%$ and $-0.9\%$, which add to the 1.5% found above. Otherwise the full matrix must be diagonalized.

In comparing metals, $\alpha\propto\zeta$ is the law for $\zeta\ll D$ at fixed $a$, $\gamma$ and $D$; by (3) it stays within about 6% up to $\zeta=D/2$. But $a$, $\gamma$ and $D$ also change from one element to another, so a ratio of atomic $\zeta$ values alone is an estimate of the trend. The numerical check compares the formulas with direct diagonalization.

## Computed results

```
spacing a = 5.50 bohr
V_sigma = 0.060, V_pi = -0.030 hartree
zeta = 0.0120 hartree
field F = 0.050 hartree/bohr; xi = -0.30 bohr
gamma = F xi = -0.0150 hartree
gap D = 0.2700 hartree
alpha, leading order = 0.011000 hartree bohr
alpha, closed form = 0.011227 hartree bohr
|alpha|, diagonalized = 0.011227 hartree bohr
alpha, closed form = 0.1617 eV angstrom
lower branch, k along x: <sigma_y> = 0.9990
lower branch, k along y: <sigma_x> = -0.9990
chosen k = 0.050 1/bohr, along x
  orbital moment |<L>| at zeta=0 = 0.09303 hbar
  zeta |<L>| = 0.001116 hartree
  linear law 2|alpha|k = 0.001123 hartree
  diagonalized splitting = 0.001140 hartree
effective mass, formula = 0.4408 electron masses
effective mass, from bands = 0.4408 electron masses
band minimum k0, formula = 0.004948 1/bohr
band minimum k0, from bands = 0.004957 1/bohr
energy gain, formula = 2.7778e-05 hartree
energy gain, from bands = 2.7819e-05 hartree
zeta (hartree): |alpha| leading, closed, diagonalized (hartree bohr)
  0.003: 0.002750, 0.002765, 0.002765
  0.006: 0.005500, 0.005559, 0.005559
  0.012: 0.011000, 0.011227, 0.011227
  0.024: 0.022000, 0.022827, 0.022827
  0.100: 0.091667, 0.094634, 0.094634
F (hartree/bohr): |alpha| diagonalized (hartree bohr)
  0.025: 0.005613
  0.050: 0.011227
  0.100: 0.022454
doubling F multiplies |alpha| by 2.0000
doubling zeta multiplies |alpha| by 2.0332
splitting with zeta=0 below 1e-13 hartree: True
splitting with F=0 below 1e-13 hartree: True
largest |alpha| = 0.17501 hartree bohr at zeta = 0.540 hartree
strong-coupling limit 2a|gamma| = 0.16500 hartree bohr
|alpha| at zeta = 200 D: 0.16518 hartree bohr
Gaussian exponent beta = 0.15 1/bohr^2
Gaussian xi: formula -0.28446, grid -0.28446 bohr
speed of light c = 137.0360 atomic units
direct field term alpha_F = -6.6564e-07 hartree bohr
direct field term alpha_F = -9.5850e-06 eV angstrom
ratio alpha/alpha_F, closed form = -16866
ratio alpha/alpha_F, leading order = -16525
```
